**Perpendicular polarisability in monopole DFTB: benzene and free atoms**

With atomic monopoles only, the polarisability is $\alpha_{kl}=-\sum_{AB}R_{Ak}\chi_{AB}R_{Bl}$ with $\chi=(1-\chi^0\gamma)^{-1}\chi^0$. Here $R$ are nuclear positions, $\gamma$ is the Coulomb interaction of atomic charges, and $\chi^0$ and $\chi$ are the uncoupled and self-consistent responses of the atomic electron numbers. The program builds its own DFTB parameters from LDA atoms and asserts that the response formulas agree with second differences of self-consistent energies in a field. It also asserts that $\chi$ annihilates a uniform potential, that a lifted planar benzene does not respond, and that transitions with a perpendicular dipole carry no atomic charge. For benzene the output shows 76.0 bohr³ in the plane and zero perpendicular to it, with a small value proportional to the squared height when the ring is slightly puckered. True dipole integrals in the same minimal basis give 12.1 bohr³ perpendicular to the ring, against 41.9 bohr³ from LDA/6-31+G*, which is a reference level and not a converged result. The carbon atom gains 5.3 bohr³ from its s–p dipole, while hydrogen stays at zero until p functions are added.

## Program and output

```python
"""Perpendicular polarisability in density-functional tight binding (DFTB).

Result under test: with atomic monopole charges only,
    alpha_kl = - sum_AB R_Ak chi_AB R_Bl,   chi = (1 - chi0 gamma)^-1 chi0,
and chi annihilates a uniform potential. Hence alpha_zz = 0 for a planar
molecule in a plane of constant z, and alpha = 0 for a single atom.
R: nuclear positions; gamma: Coulomb interaction of atomic charges;
chi0: response of Mulliken electron numbers to atomic potentials at fixed
interaction; chi: the self-consistent response. Hartree atomic units.
The minimal-basis parameters are generated here from LDA atoms.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import block_diag, eigh, null_space
from pyscf import dft, gto

ATOM_BASIS = "6-311g"
XC = "lda,vwn"
NUCLEAR_CHARGE = {"H": 1, "C": 6}
VALENCE_ELECTRONS = {"H": 1.0, "C": 4.0}
CONFINEMENT_RADIUS = 3.0      # bohr, potential (r/r0)^2, both elements
R_CC, R_CH = 2.64, 2.05       # bohr
BOHR_IN_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


def make_mol(symbols, coords, basis=ATOM_BASIS):
    electrons = sum(NUCLEAR_CHARGE[s] for s in symbols)
    return gto.M(atom=[(s, tuple(x)) for s, x in zip(symbols, coords)],
                 basis=basis, unit="Bohr", spin=electrons % 2, verbose=0)


def lda_potential(mol, grids, eri, dm):
    coulomb = np.tensordot(eri, dm, axes=([2, 3], [0, 1]))
    vxc = dft.numint.NumInt().nr_rks(mol, grids, XC, dm)[2]
    return coulomb + np.asarray(vxc)


def make_grid(mol, level=2):
    grids = dft.gen_grid.Grids(mol)
    grids.level = level
    grids.build()
    return grids


def spherical_atom(symbol, confined, extra_electrons=0.0):
    """Spin-unpolarised spherical LDA atom: density, valence orbitals, levels."""
    mol = make_mol([symbol], [(0.0, 0.0, 0.0)])
    labels = mol.ao_labels(fmt=None)
    s_index = [i for i, t in enumerate(labels) if t[2].endswith("s")]
    p_index = [[i for i, t in enumerate(labels)
                if t[2].endswith("p") and t[3] == axis] for axis in "xyz"]
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    if confined:
        core = core + mol.intor("int1e_r2") / CONFINEMENT_RADIUS**2
    overlap = mol.intor("int1e_ovlp")
    eri = mol.intor("int2e")
    grids = make_grid(mol)
    dm = None
    for _ in range(200):
        fock = core if dm is None else core + lda_potential(mol, grids, eri, dm)
        block = np.ix_(s_index, s_index)
        e_s, c_s = eigh(fock[block], overlap[block])
        new = np.zeros_like(core)
        if symbol == "H":
            orbitals = np.zeros((mol.nao, 1))
            orbitals[s_index, 0] = c_s[:, 0]
            levels = np.array([e_s[0]])
            occupations = np.array([1.0 + extra_electrons])
        else:
            block = np.ix_(p_index[0], p_index[0])
            e_p, c_p = eigh(fock[block], overlap[block])
            orbitals = np.zeros((mol.nao, 4))
            orbitals[s_index, 0] = c_s[:, 1]
            for k in range(3):
                orbitals[p_index[k], k + 1] = c_p[:, 0]
            levels = np.array([e_s[1]] + [e_p[0]] * 3)
            occupations = np.array([2.0] + [(2.0 + extra_electrons) / 3] * 3)
            inner = np.zeros(mol.nao)
            inner[s_index] = c_s[:, 0]
            new += 2 * np.outer(inner, inner)
        new += (orbitals * occupations) @ orbitals.T
        if dm is not None and np.abs(new - dm).max() < 1e-8:
            return {"dm": new, "orbitals": orbitals, "levels": levels}
        dm = new if dm is None else dm + 0.5 * (new - dm)
    raise RuntimeError("atomic calculation did not converge")


confined_atom = {s: spherical_atom(s, True) for s in "HC"}
onsite = {s: spherical_atom(s, False)["levels"] for s in "HC"}
hubbard = {}
for element in "HC":
    step = 0.05
    upper = spherical_atom(element, False, step)["levels"][-1]
    lower = spherical_atom(element, False, -step)["levels"][-1]
    hubbard[element] = (upper - lower) / (2 * step)

# Coulomb integral of two normalised densities tau^3 exp(-tau r)/(8 pi),
# evaluated in Fourier space.
nodes, weights = np.polynomial.legendre.leggauss(1000)
k_grid, k_weight = 30 * (nodes + 1), 30 * weights


def gamma_pair(u_a, u_b, distance):
    form = 1.0
    for u in (u_a, u_b):
        tau = 16 * u / 5
        form = form * (tau**2 / (tau**2 + k_grid**2))**2
    return 2 / np.pi * np.sum(k_weight * form * np.sinc(k_grid * distance / np.pi))


for element in "HC":
    u = hubbard[element]
    assert abs(gamma_pair(u, u, 0.0) - u) < 1e-7
assert abs(gamma_pair(hubbard["H"], hubbard["C"], 20.0) - 1 / 20) < 1e-6

dimer_cache = {}


def dimer_blocks(a, b, distance):
    """Two-centre Hamiltonian and overlap, second atom on the +z axis."""
    key = (a, b, round(distance, 7))
    if key not in dimer_cache:
        mol = make_mol([a, b], [(0, 0, 0), (0, 0, distance)])
        dm = block_diag(confined_atom[a]["dm"], confined_atom[b]["dm"])
        ham = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
        ham = ham + lda_potential(mol, make_grid(mol), mol.intor("int2e"), dm)
        c_a, c_b = confined_atom[a]["orbitals"], confined_atom[b]["orbitals"]
        n = len(c_a)
        result = []
        for matrix in (ham, mol.intor("int1e_ovlp")):
            raw = c_a.T @ matrix[:n, n:] @ c_b
            axial = np.zeros_like(raw)
            axial[::3, ::3] = raw[::3, ::3]
            if raw.shape == (4, 4):
                axial[1, 1] = axial[2, 2] = (raw[1, 1] + raw[2, 2]) / 2
            result.append(axial)
        dimer_cache[key] = result
    return dimer_cache[key]


def build_model(symbols, coords):
    sizes = [len(onsite[s]) for s in symbols]
    start = np.concatenate([[0], np.cumsum(sizes)])
    h0 = np.diag(np.concatenate([onsite[s] for s in symbols]))
    overlap = np.eye(start[-1])
    gamma = np.diag([hubbard[s] for s in symbols])
    for a in range(len(symbols)):
        for b in range(a + 1, len(symbols)):
            vector = coords[b] - coords[a]
            distance = np.linalg.norm(vector)
            unit = vector / distance
            frame = np.column_stack([null_space(unit[None, :]), unit])
            turn = block_diag(1.0, frame)
            t_a = turn[:sizes[a], :sizes[a]]
            t_b = turn[:sizes[b], :sizes[b]]
            rows = slice(start[a], start[a + 1])
            cols = slice(start[b], start[b + 1])
            pair = dimer_blocks(symbols[a], symbols[b], distance)
            for target, block in zip((h0, overlap), pair):
                target[rows, cols] = t_a @ block @ t_b.T
                target[cols, rows] = target[rows, cols].T
            gamma[a, b] = gamma[b, a] = gamma_pair(
                hubbard[symbols[a]], hubbard[symbols[b]], distance)
    q0 = np.array([VALENCE_ELECTRONS[s] for s in symbols])
    return {"h0": h0, "S": overlap, "gamma": gamma, "q0": q0,
            "R": coords, "atom": np.repeat(np.arange(len(symbols)), sizes),
            "nocc": int(round(q0.sum() / 2))}


def monopole_matrix(model, potential):
    v = potential[model["atom"]]
    return 0.5 * model["S"] * (v[:, None] + v[None, :])


def scf(model, field_matrix=0.0):
    """Self-consistent energy, levels, orbitals and excess electron numbers."""
    h = model["h0"] + field_matrix
    dq = np.zeros(len(model["q0"]))
    for _ in range(600):
        shift = monopole_matrix(model, model["gamma"] @ dq)
        levels, orbitals = eigh(h + shift, model["S"])
        occupied = orbitals[:, :model["nocc"]]
        density = 2 * occupied @ occupied.T
        populations = np.bincount(model["atom"], (density * model["S"]).sum(1))
        new = populations - model["q0"]
        if np.abs(new - dq).max() < 1e-11:
            energy = np.sum(density * h) + 0.5 * new @ model["gamma"] @ new
            return energy, levels, orbitals, new
        dq = dq + 0.3 * (new - dq)
    raise RuntimeError("DFTB calculation did not converge")


def linear_response(model):
    _, levels, c, dq = scf(model)
    n = model["nocc"]
    sc = model["S"] @ c
    member = (model["atom"][None, :] == np.arange(len(dq))[:, None]).astype(float)
    charges = 0.5 * (np.einsum("Am,mi,ma->Aia", member, c[:, :n], sc[:, n:])
                     + np.einsum("Am,mi,ma->Aia", member, sc[:, :n], c[:, n:]))
    gaps = levels[None, n:] - levels[:n, None]
    chi0 = -4 * np.einsum("Aia,Bia->AB", charges / gaps, charges)
    screening = np.eye(len(dq)) - chi0 @ model["gamma"]
    chi = np.linalg.solve(screening, chi0)
    return {"chi0": chi0, "chi": chi, "screening": screening, "c": c,
            "charges": charges, "gaps": gaps, "dq": dq,
            "alpha": -model["R"].T @ chi @ model["R"],
            "alpha0": -model["R"].T @ chi0 @ model["R"]}


def alpha_from_energy(model, matrix_per_field, field=2e-3):
    energies = [scf(model, f * matrix_per_field)[0] for f in (-field, 0.0, field)]
    return -(energies[0] - 2 * energies[1] + energies[2]) / field**2


# Benzene in the plane z = 0, carbons first, then hydrogens.
angles = np.arange(6) * np.pi / 3
ring = np.column_stack([np.cos(angles), np.sin(angles), np.zeros(6)])
coords = np.vstack([R_CC * ring, (R_CC + R_CH) * ring])
symbols = ["C"] * 6 + ["H"] * 6
planar = build_model(symbols, coords)
resp = linear_response(planar)
alpha = resp["alpha"]

# Rotated two-centre overlaps against direct molecular integrals.
full_mol = make_mol(symbols, coords)
to_valence = block_diag(*[confined_atom[s]["orbitals"] for s in symbols])
direct_overlap = to_valence.T @ full_mol.intor("int1e_ovlp") @ to_valence
assert np.abs(direct_overlap - planar["S"]).max() < 1e-7

# In-plane response formula against energies; ring symmetry; sum rule.
alpha_xx_energy = alpha_from_energy(planar, monopole_matrix(planar, coords[:, 0]))
assert abs(alpha_xx_energy / alpha[0, 0] - 1) < 2e-3
assert abs(alpha[0, 0] - alpha[1, 1]) < 1e-3 * alpha[0, 0]
sum_rule_error = np.abs(resp["chi"].sum(axis=1)).max()
assert sum_rule_error < 1e-9
assert 0 < alpha[0, 0] < resp["alpha0"][0, 0]

# Planar molecule lifted to z = 5: nonzero potential, still no response.
lifted = monopole_matrix(planar, np.full(12, 5.0))
alpha_lifted = alpha_from_energy(planar, lifted)
assert abs(alpha_lifted) < 1e-4

# True dipole integrals in the same minimal basis.
dipole = np.array([to_valence.T @ d @ to_valence for d in full_mol.intor("int1e_r")])
n_occ = planar["nocc"]
dip_ia = np.einsum("mi,kmn,na->kia", resp["c"][:, :n_occ], dipole,
                   resp["c"][:, n_occ:])
bare = -4 * np.einsum("Aia,kia->Ak", resp["charges"] / resp["gaps"], dip_ia)
dq_true = np.linalg.solve(resp["screening"], bare)
total_ia = dip_ia + np.einsum("Aia,Ak->kia", resp["charges"],
                              planar["gamma"] @ dq_true)
alpha_true = 4 * np.einsum("kia,lia->kl", dip_ia / resp["gaps"], total_ia)
for axis in (0, 2):
    numerical = alpha_from_energy(planar, dipole[axis])
    assert abs(numerical / alpha_true[axis, axis] - 1) < 3e-3

# Transitions with a perpendicular dipole carry no atomic transition charge.
perpendicular = np.abs(dip_ia[2]) > 1e-5
assert perpendicular.any()
dark_charge = np.abs(resp["charges"][:, perpendicular]).max()
assert dark_charge < 1e-6
assert np.abs(dq_true[:, 2]).max() < 1e-7

# Chair pucker: neighbouring CH units move by +h and -h.
pattern = np.tile([1.0, -1.0], 6)
pucker_coefficient = -pattern @ resp["chi"] @ pattern
puckered = {}
for height in (0.1, 0.2):
    moved = coords.copy()
    moved[:, 2] = height * pattern
    chair = build_model(symbols, moved)
    puckered[height] = linear_response(chair)["alpha"][2, 2]
    numerical = alpha_from_energy(chair, monopole_matrix(chair, moved[:, 2]))
    assert abs(numerical / puckered[height] - 1) < 5e-3
assert abs(puckered[0.1] / (0.1**2 * pucker_coefficient) - 1) < 0.05

# Carbon atom, occupations 2 (s) and 2/3 (each p).
d_sp = abs(dipole[2][0, 3])
e_s, e_p = onsite["C"][0], onsite["C"][1]
carbon_formula = 2 * (2 - 2 / 3) * d_sp**2 / (e_p - e_s)
carbon_occ = np.array([2, 2 / 3, 2 / 3, 2 / 3])


def carbon_alpha(matrix, field=1e-3):
    e = [carbon_occ @ np.linalg.eigvalsh(np.diag(onsite["C"]) + f * matrix)
         for f in (-field, 0.0, field)]
    return -(e[0] - 2 * e[1] + e[2]) / field**2


carbon_true = carbon_alpha(dipole[2][:4, :4])
carbon_monopole = carbon_alpha(5.0 * np.eye(4))
assert abs(carbon_true / carbon_formula - 1) < 1e-3
assert abs(carbon_monopole) < 1e-6

# Hydrogen atom: s functions alone, then s and p functions.
s_shells = [[0, [0.02 * 2.2**k, 1.0]] for k in range(14)]
p_shells = [[1, [0.02 * 2.2**k, 1.0]] for k in range(9)]


def hydrogen_alpha(shells, field=1e-3):
    mol = make_mol(["H"], [(0, 0, 0)], basis={"H": shells})
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    z, s = mol.intor("int1e_r")[2], mol.intor("int1e_ovlp")
    e = [eigh(h + f * z, s, eigvals_only=True)[0] for f in (-field, 0, field)]
    return -(e[0] - 2 * e[1] + e[2]) / field**2


hydrogen_s = hydrogen_alpha(s_shells)
hydrogen_sp = hydrogen_alpha(s_shells + p_shells)
assert abs(hydrogen_s) < 1e-5
assert abs(hydrogen_sp - 4.5) < 0.01


def lda_benzene(basis, field=4e-3):
    """Finite-field LDA polarisabilities along x and z."""
    mol = make_mol(symbols, coords, basis=basis)
    mf = dft.RKS(mol)
    mf.xc = XC
    mf = mf.density_fit(auxbasis="weigend")
    mf.grids.level = 1
    mf.conv_tol = 1e-9
    mf.kernel()
    assert mf.converged
    dm0, h0, r = mf.make_rdm1(), mf.get_hcore(), mol.intor("int1e_r")
    result = []
    for axis in (0, 2):
        mf.get_hcore = lambda *args, h=h0 + field * r[axis]: h
        mf.kernel(dm0)
        assert mf.converged
        result.append(-np.sum(mf.make_rdm1() * r[axis]) / field)
    return result


lda_small = lda_benzene("sto-3g")
lda_large = lda_benzene("6-31+g*")
assert 0 < lda_small[1] < 0.6 * lda_large[1]
assert 0 < alpha_true[2, 2] < lda_large[1]
assert alpha[0, 0] > 0.3 * lda_large[0]

show("C-C distance", R_CC, "bohr", 2)
show("C-H distance", R_CH, "bohr", 2)
show("confinement radius", CONFINEMENT_RADIUS, "bohr", 1)
show("on-site energy H 1s", onsite["H"][0], "hartree")
show("on-site energy C 2s", e_s, "hartree")
show("on-site energy C 2p", e_p, "hartree")
show("Hubbard U of H", hubbard["H"], "hartree")
show("Hubbard U of C", hubbard["C"], "hartree")
show("benzene DFTB orbital gap", resp["gaps"].min(), "hartree")
show("excess electrons on each C", resp["dq"][0], "")
show("monopole alpha_xx, uncoupled", resp["alpha0"][0, 0], "bohr^3", 2)
show("monopole alpha_xx, coupled", alpha[0, 0], "bohr^3", 2)
show("monopole alpha_xx, from energies", alpha_xx_energy, "bohr^3", 2)
show("monopole alpha_xx, converted", alpha[0, 0] * BOHR_IN_ANGSTROM**3,
     "angstrom^3", 2)
show("monopole alpha_zz, planar", abs(alpha[2, 2]), "bohr^3", 6)
print(f"largest row sum of chi: {sum_rule_error:.1e} 1/hartree")
print(f"largest charge of sigma-pi transitions: {dark_charge:.1e}")
show("pucker coefficient alpha_zz/h^2", pucker_coefficient, "bohr", 4)
for height, value in puckered.items():
    show(f"monopole alpha_zz, pucker h = {height} bohr", value, "bohr^3", 5)
    show(f"planar-chi prediction, h = {height} bohr",
         height**2 * pucker_coefficient, "bohr^3", 5)
show("true-dipole minimal-basis alpha_xx", alpha_true[0, 0], "bohr^3", 2)
show("true-dipole minimal-basis alpha_zz", alpha_true[2, 2], "bohr^3", 2)
show("carbon s-p dipole integral", d_sp, "bohr")
show("carbon atom alpha, monopole", abs(carbon_monopole), "bohr^3", 4)
show("carbon atom alpha, s-p dipole formula", carbon_formula, "bohr^3", 3)
show("carbon atom alpha, s-p dipole energies", carbon_true, "bohr^3", 3)
show("hydrogen atom alpha, s functions", abs(hydrogen_s), "bohr^3", 4)
show("hydrogen atom alpha, s and p functions", hydrogen_sp, "bohr^3", 4)
show("LDA/STO-3G alpha_xx", lda_small[0], "bohr^3", 1)
show("LDA/STO-3G alpha_zz", lda_small[1], "bohr^3", 1)
show("LDA/6-31+G* alpha_xx", lda_large[0], "bohr^3", 1)
show("LDA/6-31+G* alpha_zz", lda_large[1], "bohr^3", 1)
show("LDA/6-31+G* alpha_zz, converted", lda_large[1] * BOHR_IN_ANGSTROM**3,
     "angstrom^3", 2)
print("all tests passed")
```

Running it gives:

```
C-C distance: 2.64 bohr
C-H distance: 2.05 bohr
confinement radius: 3.0 bohr
on-site energy H 1s: -0.2307 hartree
on-site energy C 2s: -0.4929 hartree
on-site energy C 2p: -0.1903 hartree
Hubbard U of H: 0.4215 hartree
Hubbard U of C: 0.3974 hartree
benzene DFTB orbital gap: 0.1477 hartree
excess electrons on each C: 0.0861
monopole alpha_xx, uncoupled: 187.20 bohr^3
monopole alpha_xx, coupled: 76.04 bohr^3
monopole alpha_xx, from energies: 76.04 bohr^3
monopole alpha_xx, converted: 11.27 angstrom^3
monopole alpha_zz, planar: 0.000000 bohr^3
largest row sum of chi: 4.0e-15 1/hartree
largest charge of sigma-pi transitions: 9.6e-16
pucker coefficient alpha_zz/h^2: 70.5393 bohr
monopole alpha_zz, pucker h = 0.1 bohr: 0.70175 bohr^3
planar-chi prediction, h = 0.1 bohr: 0.70539 bohr^3
monopole alpha_zz, pucker h = 0.2 bohr: 2.76400 bohr^3
planar-chi prediction, h = 0.2 bohr: 2.82157 bohr^3
true-dipole minimal-basis alpha_xx: 65.43 bohr^3
true-dipole minimal-basis alpha_zz: 12.12 bohr^3
carbon s-p dipole integral: 0.7754 bohr
carbon atom alpha, monopole: 0.0000 bohr^3
carbon atom alpha, s-p dipole formula: 5.300 bohr^3
carbon atom alpha, s-p dipole energies: 5.300 bohr^3
hydrogen atom alpha, s functions: 0.0000 bohr^3
hydrogen atom alpha, s and p functions: 4.5001 bohr^3
LDA/STO-3G alpha_xx: 45.4 bohr^3
LDA/STO-3G alpha_zz: 6.7 bohr^3
LDA/6-31+G* alpha_xx: 79.8 bohr^3
LDA/6-31+G* alpha_zz: 41.9 bohr^3
LDA/6-31+G* alpha_zz, converted: 6.21 angstrom^3
all tests passed
```
